Why direct RPA overestimates the correlation energy of helium

**The decision: bare direct RPA or an exchange correction**

Anyone who computes a correlation energy with the direct random phase approximation (dRPA) must decide whether to use the result as it stands or to correct it for missing exchange. For helium in the cc-pVQZ basis the choice matters. On Hartree-Fock orbitals, dRPA gives −0.0635 hartree (−1.73 eV), while full configuration interaction (full CI) gives −0.0409 hartree (−1.11 eV). The magnitude is 55% too large relative to full CI. Full CI here means the lowest eigenvalue of the nonrelativistic, fixed-nucleus Hamiltonian within the basis, minus the Hartree-Fock energy. It still lacks what a larger basis would add.

The main cause is visible at second order. For two electrons in one closed-shell orbital, the second-order part of dRPA is twice the second-order Møller-Plesset energy (MP2). The surplus half describes one electron being excited twice at once.

**What dRPA computes**

Let i, j be occupied and a, b virtual real spatial orbitals with energies e. Write

(ia|jb) = ∬ φ_i(1)φ_a(1) (1/r₁₂) φ_j(2)φ_b(2) d1 d2.

This is the Coulomb interaction of two transition densities, φ_iφ_a and φ_jφ_b. In dRPA each spin-conserving excitation μ = (i→a, spin σ) is treated as a harmonic oscillator of frequency D_μ = e_a − e_i, and the oscillators interact through w_μν = (ia|jb), whatever their spins:

H = Σ_μ D_μ b†_μ b_μ + ½ Σ_μν w_μν (b_μ + b†_μ)(b_ν + b†_ν).

The operator b†_μ adds a quantum to oscillator μ. With q_μ = (b_μ + b†_μ)/√(2D_μ) and its momentum p_μ, the first term is ½p_μ² + ½D_μ²q_μ² − ½D_μ for each μ. In the second, b_μ + b†_μ = √(2D_μ) q_μ. Therefore

H = ½ Σ p_μ² + ½ Σ q_μ (Ω²)_μν q_ν − ½ Tr D,
Ω² = D² + S, S = 2 D^½ w D^½.

In normal coordinates these are independent oscillators with zero-point energy ½Tr Ω. The ground-state energy is thus ½Tr(Ω − D). Its first-order part is the expectation value of the coupling in the state without quanta, which is ½Tr w because ⟨(b_μ + b†_μ)(b_ν + b†_ν)⟩ = δ_μν. The Hartree-Fock energy already contains the first-order energy of the electrons, so this part is removed:

E(dRPA) = ½ Tr(Ω − D − w).

**The second-order term**

The coupling can create two quanta. For μ ≠ ν, the terms μν and νμ add to an amplitude w_μν, at an energy cost D_μ + D_ν. Each unordered pair contributes −w_μν²/(D_μ + D_ν). For μ = ν, the state (b†_μ)²|0⟩ has norm √2, so the amplitude is w_μμ/√2 and the contribution is −½w_μμ²/(2D_μ). Both cases are covered by one sum over all ordered pairs:

E2(dRPA) = −½ Σ_μν w_μν²/(D_μ + D_ν).

Now take two electrons in one orbital i, and define D_a = e_a − e_i and K_ab = (ia|ib). The same matrix K appears in four spin blocks: up-up, down-down, up-down and down-up. Hence

E2(dRPA) = −½ · 4 Σ_ab K_ab²/(D_a + D_b) = −2 Σ_ab K_ab²/(D_a + D_b).

**The same order with real electrons**

In MP2 the unperturbed Hamiltonian is the sum of the Fock operators, and the intermediate states are determinants. The reference has one up and one down electron in orbital i. A double excitation must move the up electron to some a and the down electron to some b. Its coupling to the reference is

⟨ii|1/r₁₂|ab⟩ = (ia|ib) = K_ab,

since a one-electron operator cannot move both electrons. The energy denominator is 2e_i − e_a − e_b = −(D_a + D_b).

Single excitations couple through h_ia + (ia|ii), where h is the kinetic plus nuclear part. The corresponding Fock element is h_ia + 2(ia|ii) − (ia|ii), which is the same quantity. It vanishes for converged Hartree-Fock orbitals, so singles drop out. The result is

E(MP2) = −Σ_ab K_ab²/(D_a + D_b),

and therefore

E2(dRPA) = 2 E(MP2).

This holds in any finite basis, provided both sides use the same Hartree-Fock orbitals and orbital energies.

The comparison locates the surplus. The up-down and down-up blocks together give MP2. The up-up block excites the up electron to a and, simultaneously, to b. An oscillator model permits this because nothing in it records that both quanta belong to one electron. A determinant with one up electron has no such state. For helium in cc-pVQZ the same-spin blocks contribute −0.035478 hartree and the opposite-spin blocks contribute the same amount.

The hydrogen atom isolates the fault. With one electron there is no correlation energy, and the Hartree-Fock energy agrees with the lowest one-electron eigenvalue, −0.499946 hartree in cc-pVQZ. Yet dRPA, with the orbitals and orbital energies of the Fock operator, assigns the atom a correlation energy of −0.0140 hartree. The value is −0.0144 hartree in cc-pV5Z, and −0.0197 hartree in cc-pVQZ with PBE orbitals and orbital energies.

**A case small enough for hand calculation**

Helium in the 6-31G basis has one virtual orbital. Its gap is D = 1.399859 + 0.914127 = 2.313986 hartree, and K = 0.227670 hartree. Then

E(MP2) = −K²/(2D) = −0.051834/4.627972 = −0.011200 hartree,
E2(dRPA) = −K²/D = −0.022400 hartree.

For the full dRPA energy, combine the up and down oscillators into a sum mode and a difference mode. The block of four equal couplings K has eigenvalue 2K for the sum and 0 for the difference. The difference mode keeps frequency D and contributes nothing. The sum mode has Ω² = D² + 4DK, so

Ω = √(5.354531 + 2.107301) = 2.731636 hartree,
E(dRPA) = ½(Ω − D − 2K) = ½(2.731636 − 2.313986 − 0.455340) = −0.018845 hartree.

Full CI gives −0.015002 hartree. The full dRPA energy is too large in magnitude, but by less than its second-order term. Expanding the square root for small K/D shows why:

E(dRPA) = −K²/D + 2K³/D² − …

The third-order term is positive. It is the first sign of screening: the induced charge oscillations weaken the interaction that drives them.

**Why the full energy is smaller in magnitude than twice MP2**

The reduction does not depend on having one virtual orbital. Start from the integral

∫₀^∞ ln[(α² + ω²)/(β² + ω²)] dω = π(α − β), α, β > 0.

Both sides vanish at α = β, and both have derivative π with respect to α, since ∫₀^∞ 2α/(α² + ω²) dω = π. Applied to the eigenvalues of Ω and D, it gives

½ Tr(Ω − D) = (1/2π) ∫₀^∞ ln[det(D² + S + ω²)/det(D² + ω²)] dω.

The ratio of determinants equals det(1 + X), where X(ω) = S^½(D² + ω²)⁻¹S^½. Also, ln det(1 + X) = Tr ln(1 + X). The remaining term, ½Tr w, is the integral of Tr X, because S_μμ = 2D_μw_μμ and ∫₀^∞ dω/(D_μ² + ω²) = π/(2D_μ). Thus

E(dRPA) = (1/2π) ∫₀^∞ Tr[ln(1 + X) − X] dω.

The matrix w has no negative eigenvalue, since Σ c_μ w_μν c_ν is the Coulomb self-repulsion of a real charge density. So S and X have none either. For x ≥ 0,

−x²/2 ≤ ln(1 + x) − x ≤ 0.

The upper bound holds because ln(1 + x) − x starts at zero and has slope −x/(1 + x) ≤ 0. The lower one holds because ln(1 + x) − x + x²/2 starts at zero and has slope x²/(1 + x) ≥ 0.

The term −x²/2 reproduces the second-order energy. To see this, use S_μν² = 4D_μD_νw_μν² and

∫₀^∞ dω/[(D_μ² + ω²)(D_ν² + ω²)] = π/[2D_μD_ν(D_μ + D_ν)].

Then

−(1/4π) ∫₀^∞ Tr X² dω = −½ Σ_μν w_μν²/(D_μ + D_ν) = E2(dRPA).

For the two-electron closed shell this proves

2E(MP2) ≤ E(dRPA) ≤ 0.

The bound limits the size of the dRPA energy. It does not say on which side of full CI that energy falls, which has to be computed.

**How large the error is, and what it is made of**

In helium, dRPA overestimates the full CI magnitude in all four bases examined. The excess grows from 26% in 6-31G to 40%, 51% and 55% in cc-pVDZ, cc-pVTZ and cc-pVQZ. The ratio of the second-order terms stays at two throughout. The energies themselves still change between the last two bases, so 55% is a cc-pVQZ value, not a basis-set limit. In cc-pV5Z, dRPA gives −0.0652 and full CI −0.0415 hartree, an excess of 57%, and the shares of full CI quoted below for MP2, SOSEX and the unscreened exchange correction each rise by about one percentage point. These values also depend on the reference. With PBE Kohn-Sham orbitals and orbital energies, the dRPA correlation energy in cc-pVQZ is −0.0801 hartree, and the total energy lies 0.0378 hartree below full CI instead of 0.0226.

The cc-pVQZ error, E(dRPA) − E(full CI) = −0.02255 hartree, splits into three parts:

same-spin second order: −0.03548 hartree,
higher-order rings: +0.00751 hartree,
E(MP2) − E(full CI): +0.00542 hartree.

The first part is the double excitation of one electron. The second is the screening just derived. The third arises because MP2 recovers 87% of the full CI correlation energy, which offsets some of the excess. The spurious term is larger than the other two together, so dRPA ends up too negative.

A direct check of the cause is to remove the same-spin couplings from the oscillator model and solve it again. The energy becomes −0.0357 hartree, smaller in magnitude than full CI, and the overestimate has gone. It lies close to MP2 for a definite reason: the sum and difference modes now have couplings +K and −K. Reversing the sign of K merely exchanges them, so odd orders vanish and the first correction to MP2 is of fourth order. This is a diagnostic, not a method to recommend.

**More than one occupied orbital**

In a larger closed shell, two electrons of equal spin can be excited together, and part of the same-spin term is genuine. Let Δ = e_a + e_b − e_i − e_j and define

G = Σ_ijab (ia|jb)²/Δ,
X₂ = Σ_ijab (ia|jb)(ib|ja)/Δ.

Opposite-spin pairs contribute −G to MP2. Same-spin pairs have the antisymmetrized coupling (ia|jb) − (ib|ja). Counting each pair of occupied and each pair of virtual orbitals once gives a factor ¼, and there are two spins:

−2 · ¼ Σ_ijab [(ia|jb) − (ib|ja)]²/Δ = −G + X₂.

The two squares are equal after summation because exchanging a and b leaves Δ unchanged. Hence

E(MP2) = −2G + X₂, E2(dRPA) = −2G.

With one occupied orbital, (ib|ia) = (ia|ib), so X₂ = G and the factor two returns. In general the Cauchy-Schwarz inequality gives |X₂| ≤ G, so the ratio E2(dRPA)/E(MP2) cannot exceed two.

For neon in cc-pVTZ, with all electrons correlated, E2(dRPA) = −0.4087 and E(MP2) = −0.2773 hartree. Their ratio is 1.47. Here G = 0.2043 and X₂ = 0.1314 hartree, so exchange cancels 64% of the direct same-spin term, compared with all of it in helium. These values are far from the basis-set limit: in cc-pVQZ, E2(dRPA) = −0.491 and E(MP2) = −0.326 hartree, the ratio is 1.51, and exchange cancels 67%. They concern second order and do not establish the error of the full dRPA energy of neon.

**Where the overestimate ends**

The two-site Hubbard model with two electrons shows that the sign of the error is not universal. An electron hops between the sites with amplitude t > 0, and two electrons on one site repel with energy U > 0. The restricted mean-field orbitals are the even and odd combinations of the sites. The mean field raises both sites equally, so D = 2t. The product of the two orbitals is ±½ on the sites, so K = U(¼ + ¼) = U/2. The one-virtual formula gives

E(dRPA) = ½[√(4t² + 4tU) − 2t − U] = √(t² + tU) − t − U/2.

For the exact ground state, symmetry leaves two configurations: both electrons in the even orbital or both in the odd one. Their energies are −2t + U/2 and 2t + U/2, and their coupling is U/2. The lower eigenvalue minus the mean-field energy is

E(exact) = 2t − √(4t² + U²/4).

For small U these become −U²/(8t) and −U²/(16t): the factor two again. To find where they cross, set u = U/t and equate them:

√(4 + u²/4) = 3 + u/2 − √(1 + u).

Squaring and collecting terms gives (6 + u)√(1 + u) = 6 + 4u. Squaring again gives u³ − 3u² = 0. The positive solution is u = 3, and it satisfies the original equation, both sides being 2.5.

At U = t, dRPA gives −0.0858t against the exact −0.0616t, an overestimate. At U = 6t it gives −1.354t against −1.606t, an underestimate of 16%. Since u = 3 is the sole crossing, dRPA overestimates below it and underestimates above it in this model with the restricted reference. For U > 2t, however, a mean field with different up and down densities on each site has a lower energy than the restricted one, so the crossing at U = 3t does not carry over to calculations that start from that solution. At strong coupling, doubling the second-order term is no longer a guide to the total, because the higher orders are not small.

**What to do about it**

The first option is to repair the energy expression while keeping the ring amplitudes. The frequencies Ω also follow from the excitation equations

(D + w)X + wY = XΩ, −wX − (D + w)Y = YΩ,

where X and Y now denote matrices of solutions with positive frequencies. Adding and subtracting the equations gives D(D + 2w)(X + Y) = (X + Y)Ω², which has the same eigenvalues as D² + S. Define T = YX⁻¹. The first equation becomes D + w + wT = XΩX⁻¹, and its trace yields

E(dRPA) = ½ Tr(wT).

Substituting it into the second gives w + (D + w)T + T(D + w) + TwT = 0, the ring coupled-cluster doubles equation. T is thus a set of double-excitation amplitudes.

Second-order screened exchange (SOSEX) keeps T but replaces w in the energy by w minus the exchange integral (ib|ja) for equal spins. For two electrons in one orbital this deletes the same-spin blocks. The difference mode has no coupling and hence no amplitude, so T acts on the sum mode alone and its four spin blocks are equal. SOSEX therefore gives half the dRPA energy: −0.0317 hartree for helium in cc-pVQZ, or 78% of full CI. For hydrogen it gives zero, as it should.

Adding the unscreened second-order exchange, +0.0355 hartree, is less satisfactory here. It leaves −0.0280 hartree, or 68% of full CI, because an unscreened positive correction is added to a screened energy. In hydrogen it would make the correlation energy positive, since the full dRPA energy is smaller in magnitude than its second-order term.

The second option is to change the method. For an isolated two-electron system, coupled cluster with single and double excitations reproduces full CI in the basis, because no higher excitations exist. MP2 is cheaper than coupled cluster. For helium in cc-pVQZ its total energy lies 0.0054 hartree above full CI, which is better than SOSEX on Hartree-Fock orbitals (0.0092 above) but worse than SOSEX on PBE orbitals (0.0023 above). The one-virtual form of MP2, −K²/(2D), grows without limit as the gap closes at fixed K. The one-virtual dRPA energy instead tends to −K.

The third option is to use bare dRPA for energy differences. This requires the total dRPA errors to cancel between the two states, not only their spurious second-order parts, and that should be checked. Two distant hydrogen atoms, each treated with its own spin-polarized orbital, carry 2 × (−0.01396) = −0.0279 hartree of false correlation. A bond energy measured from that limit is reliable only if the molecule carries a similar error. For H₂ at 0.7414 Å in cc-pVQZ on Hartree-Fock orbitals the dRPA error is −0.0169 hartree, so the binding comes out too weak by 0.011 hartree (0.30 eV). The numerical output below lists the helium, hydrogen, neon and Hubbard energies. The SOSEX and exchange-corrected values follow from them by the relations given above.

Numbers as computed

```
Helium, 6-31G (one virtual orbital), energies in hartree
  occupied orbital energy      -0.914127
  virtual orbital energy       1.399859
  gap D                        2.313986
  integral K                   0.227670
  oscillator frequency Omega   2.731636
Helium correlation energies in hartree; last column is a pure ratio
  basis     MP2        2nd-order dRPA  full dRPA  full CI    2nd/MP2
  6-31G    -0.011200  -0.022400       -0.018845  -0.015002  2.00000
  cc-pVDZ  -0.025828  -0.051657       -0.045346  -0.032434  2.00000
  cc-pVTZ  -0.033138  -0.066275       -0.058966  -0.039079  2.00000
  cc-pVQZ  -0.035478  -0.070956       -0.063450  -0.040897  2.00000
Helium, cc-pVQZ, energies in hartree
  Hartree-Fock total energy               -2.861514
  2nd order, same-spin couplings only     -0.035478
  2nd order, opposite-spin couplings only -0.035478
  all orders, opposite-spin only          -0.035702
  higher rings, dRPA minus 2nd order      0.007506
  dRPA / full CI (ratio)                  1.5515
  dRPA / MP2 (ratio)                      1.7884
  in eV: MP2 -0.9654, 2nd-order dRPA -1.9308, dRPA -1.7266, full CI -1.1129
Hydrogen atom, cc-pVQZ, energies in hartree
  Hartree-Fock energy                     -0.499946
  lowest one-electron eigenvalue          -0.499946
  dRPA correlation energy (should be 0)   -0.013959
Neon atom, cc-pVTZ, all electrons correlated, energies in hartree
  MP2 -0.277292, 2nd-order dRPA -0.408664, ratio 1.4738
Two-site Hubbard model, t = 1, correlation energies in units of t
  U/t = 1: MP2 -0.062500, dRPA -0.085786, exact -0.061553
  U/t = 3: MP2 -0.562500, dRPA -0.500000, exact -0.500000
  U/t = 6: MP2 -2.250000, dRPA -1.354249, exact -1.605551
```
